# Pump-Probe Spectra of Vibrational Polaritons from a Transient Susceptibility, part 2

Molecules with vibrational levels 0, 1 and 2 fill a cavity. A pump has left a fraction $f<1/2$ of them in level 1, and a weak probe measures the spectrum. We ask how the pump changes the polaritons.

The transitions $0\to1$ and $1\to2$ lie at the angular frequencies $\omega_0$ and $\omega_0-\delta$, with full widths $\gamma_1$ and $\gamma_2$. The cavity is tuned to $\omega_c=\omega_0$ and has full width $\kappa$ when empty. With time dependence $e^{-i\omega t}$, the molecular response is

$$
S(\omega)=\frac{1-2f}{\omega_0-\omega-i\gamma_1/2}+\frac{2f}{\omega_0-\delta-\omega-i\gamma_2/2}.
\tag{1}
$$

The first term contains the bleaching, the second the new absorption. The transmittance $T$ and absorptance $A$ are

$$
T=\frac{(\kappa/2)^2}{|D|^2},\qquad
A=\frac{\kappa G^2\,\mathrm{Im}\,S}{|D|^2},\qquad
D=\omega_c-\omega-\frac{i\kappa}{2}-G^2S .
\tag{2}
$$

The absorptance separates into $A=A_{01}+A_{12}$, with

$$
A_{01}=\frac{\kappa G^2}{|D|^2}\,
\frac{(1-2f)\gamma_1/2}{(\omega_0-\omega)^2+\gamma_1^2/4},
\qquad
A_{12}=\frac{\kappa G^2}{|D|^2}\,
\frac{2f\,\gamma_2/2}{(\omega_0-\delta-\omega)^2+\gamma_2^2/4}.
\tag{7}
$$

The coupling $G$ follows from the mode condition without cavity loss, in Gaussian units:

$$
\omega_c-\omega=\frac{2\pi\omega_c\chi}{\varepsilon_b}=G^2S,
\qquad
G^2=\frac{2\pi\omega_c n|\mu_{01}|^2}{3\hbar\varepsilon_b}.
\tag{6}
$$

Here $\chi$ is the susceptibility, $n$ the number density of all molecules, $\mu_{01}$ the $0\to1$ transition dipole and $\varepsilon_b$ the background dielectric constant.

The polaritons are the zeros of $D$. The upper (UP) and lower (LP) polariton lie at $\omega_0\pm G$ for $f=0$ without losses. To first order in $f$, without losses and away from $\delta=G$, their splitting changes by

$$
\Delta\Omega=-\frac{2fG\delta^2}{\delta^2-G^2},
\tag{3}
$$

a result stated in advance and derived below.

The example uses $\omega_0=\omega_c=2000$, $G=\delta=20$, $\kappa=10$, $\gamma_1=4$ and $\gamma_2=6$, all in cm⁻¹. In the closing numerical list, the "kick-response" entry compares (1) with a direct propagation in time, and the "Airy" entries compare (2) with the full Fabry–Perot expressions.

## 8. Bleaching alone

Suppose first that the $1\to2$ line is so far away that its term can be dropped. Write $\lambda=\omega-\omega_0$. Then $D=0$ becomes

$$
\left(\lambda+\frac{i\kappa}{2}\right)\left(\lambda+\frac{i\gamma_1}{2}\right)=G^2(1-2f),
$$

or

$$
\lambda^2+\frac{i(\kappa+\gamma_1)}{2}\lambda-\frac{\kappa\gamma_1}{4}-G^2(1-2f)=0 .
$$

The discriminant contains $-(\kappa+\gamma_1)^2/4+\kappa\gamma_1=-(\kappa-\gamma_1)^2/4$. The roots are therefore

$$
\lambda=-\frac{i(\kappa+\gamma_1)}{4}\pm\frac12
\sqrt{4G^2(1-2f)-\frac{(\kappa-\gamma_1)^2}{4}} ,
\tag{8}
$$

and the splitting is the square root, as long as its argument is positive. Without losses it is $2G\sqrt{1-2f}\approx2G-2fG$. Each polariton moves inwards by $fG$. The imaginary part shows that each has the full width $\gamma_L=(\kappa+\gamma_1)/2$, the mean of its photon and molecular widths. This mean, and the loading formula (13) built on it, hold for Lorentzian lines. An inhomogeneously broadened line absorbs far less in its wings, where the polaritons lie: with Gaussian lines of the same full widths and the parameters of Section 12, the polariton width is about $\kappa/2=5$ cm⁻¹ instead of 7 cm⁻¹, and the transmission ratio at $f=0.01$ is 0.31 instead of 0.53.

## 9. Both transitions, away from coincidence

Without losses, but with both terms of $S$, the condition $D=0$ is

$$
-\lambda+\frac{G^2(1-2f)}{\lambda}+\frac{2fG^2}{\lambda+\delta}=0 .
$$

Multiply by $\lambda$ and use $\lambda/(\lambda+\delta)=1-\delta/(\lambda+\delta)$. The terms $-2f$ and $+2f$ cancel:

$$
\lambda^2=G^2\left[1-\frac{2f\delta}{\lambda+\delta}\right].
\tag{9}
$$

The harmonic case is visible at once, since $\delta=0$ gives $\lambda=\pm G$ for every $f$.

For small $f$ insert $\lambda=\pm G+\Delta$ and keep first order. The left side changes by $\pm2G\Delta$, and on the right $\lambda$ may be replaced by $\pm G$. Thus

$$
\Delta_U=-\frac{fG\delta}{\delta+G},\qquad
\Delta_L=\frac{fG\delta}{\delta-G}.
\tag{10}
$$

The change of the splitting is

$$
\Delta_U-\Delta_L=-fG\delta\left[\frac1{\delta+G}+\frac1{\delta-G}\right]
=-\frac{2fG\delta^2}{\delta^2-G^2},
$$

which is (3). The expansion needs both $f\ll1$ and $|\Delta_L|\ll|\delta-G|$, that is, $fG\delta\ll(\delta-G)^2$. The second condition is the stricter one near $\delta=G$; far from coincidence, $f\ll1$ is what limits the accuracy.

Level repulsion explains the signs. The shifts (10) can be written as

$$
\Delta_U=-fG+\frac{fG^2}{\delta+G},\qquad
\Delta_L=+fG+\frac{fG^2}{\delta-G} .
$$

The first terms are the bleaching. The second terms are the push from the $1\to2$ transition. That transition lies below the UP and pushes it up. If $\delta>G$, it also lies below the LP, pushes it up, and strengthens the contraction beyond the bleaching value $2fG$. If $\delta<G$, it lies above the LP and pushes it down. This push exceeds the bleaching shift, because $G/(G-\delta)>1$. Both polaritons then move to the red, the lower one further, and the splitting grows.

For $\delta\gg G$, equation (3) tends to $-2fG$, the result of bleaching alone. For $\delta\ll G$ it tends to $+2f\delta^2/G$, which vanishes in the harmonic limit. The formulas (10) were tested against diagonalization of the three coupled modes at $\delta=10$ and 40 cm⁻¹ with $G=20$ cm⁻¹.

## 10. Coincidence with the lower polariton

At $\delta=G$ the denominator in $\Delta_L$ vanishes and the expansion fails. Equation (9), multiplied by $\lambda+G$, now gives

$$
(\lambda^2-G^2)(\lambda+G)=-2fG^3,
\qquad\text{or}\qquad
(\lambda-G)(\lambda+G)^2=-2fG^3 .
\tag{11}
$$

Near the LP put $u=\lambda+G$, so that $\lambda-G=u-2G$. Then

$$
u^2=\frac{2fG^3}{2G-u}=\frac{fG^2}{1-u/2G}\approx fG^2+\frac{fGu}{2}.
$$

The leading solution is $u=\pm G\sqrt f$. Setting $u=\pm G\sqrt f+u_1$ and comparing the next terms gives $2(\pm G\sqrt f)u_1=fG(\pm G\sqrt f)/2$, hence $u_1=fG/4$. Near the UP put $v=\lambda-G$. Equation (11) becomes $v(2G+v)^2=-2fG^3$, and $v\approx-2fG^3/4G^2$. In summary,

$$
\lambda_L=-G\pm G\sqrt f+\frac{fG}{4},\qquad
\lambda_U=G-\frac{fG}{2}.
\tag{12}
$$

The LP splits in proportion to $\sqrt f$, while the UP shifts in proportion to $f$. The UP shift is half the bleaching value $-fG$; the other half is cancelled by the push from below. There is no longer one Rabi splitting. The distance from the UP to the upper component of the LP has contracted, and the distance to the lower component has grown.

## 11. Loading, absorption and the visible dip

**Transmission at the LP.** Keep $\delta=G$, restore the losses and set $\omega=\omega_0-G$. For $\gamma_1\ll2G$,

$$
\frac{1}{G-i\gamma_1/2}\approx\frac{G+i\gamma_1/2}{G^2},
\qquad
\frac{2f}{-i\gamma_2/2}=\frac{4if}{\gamma_2}.
$$

Therefore

$$
D\approx2fG-i\left[\frac{\kappa}{2}+\frac{(1-2f)\gamma_1}{2}+\frac{4fG^2}{\gamma_2}\right].
$$

The real part $2fG$ is smaller than the last term by the factor $\gamma_2/2G$, and the change $f\gamma_1$ in the bracket is smaller by $\gamma_1\gamma_2/4G^2$. When both ratios are small, $|D|\approx\gamma_L+4fG^2/\gamma_2$, and

$$
\frac{T(f)}{T(0)}\approx\left[1+\frac{4fG^2}{\gamma_L\gamma_2}\right]^{-2}.
\tag{13}
$$

A small excited fraction can thus have a large effect, because $f$ is multiplied by $G^2/\gamma_L\gamma_2$.

**Absorptance at the LP.** Define the molecular load $a=G^2\,\mathrm{Im}S$. If the real part of $D$ is negligible, $|D|=\kappa/2+a$ and

$$
A\approx\frac{\kappa a}{(\kappa/2+a)^2},\qquad
\frac{dA}{da}=\frac{\kappa(\kappa/2-a)}{(\kappa/2+a)^3}.
\tag{14}
$$

The absorptance rises until $a=\kappa/2$, where it reaches $1/2$, and then falls. The transmittance $(\kappa/2)^2/(\kappa/2+a)^2$ falls throughout. A loss of transmission at the LP therefore does not show by itself that more light is absorbed; at heavy load the cavity reflects more.

**When a dip appears.** Let $x=\omega-(\omega_0-G)$. For $|x|$ and $\gamma_1$ small compared with $G$, and with the bleaching neglected,

$$
\frac{G^2}{G-x-i\gamma_1/2}\approx G+x+\frac{i\gamma_1}{2}.
$$

With $a_L=\gamma_L/2$, $b=\gamma_2/2$ and $g^2=fG^2$, this gives

$$
D\approx-2x-i\gamma_L+\frac{2fG^2}{x+i\gamma_2/2}
=-2\left[x+ia_L-\frac{g^2}{x+ib}\right],
$$

$$
T\propto\frac{x^2+b^2}{|(x+ia_L)(x+ib)-g^2|^2}.
\tag{15}
$$

Put $y=x^2$ and $P=a_Lb+g^2$. The denominator is $(y-P)^2+y(a_L+b)^2=y^2+sy+P^2$, where $s=a_L^2+b^2-2g^2$. The derivative of $T$ with respect to $y$ has the sign of

$$
(y^2+sy+P^2)-(y+b^2)(2y+s)=P^2-b^2s-2b^2y-y^2 .
$$

Inserting $P$ and $s$, the terms $a_L^2b^2$ cancel and $P^2-b^2s=g^4+2b(a_L+b)g^2-b^4$. The maxima are therefore at

$$
x^2=-b^2+\sqrt{g^4+2b(a_L+b)g^2},
\tag{16}
$$

provided the right side is positive. Otherwise there is one maximum at $x=0$. Solving the condition for $g^2$ gives the onset of the dip:

$$
fG^2>b\left[\sqrt{(a_L+b)^2+b^2}-(a_L+b)\right].
\tag{17}
$$

This condition differs from the one for the separation of the poles. The poles satisfy $(x+ia_L)(x+ib)=g^2$, so

$$
x=-\frac{i(a_L+b)}2\pm\sqrt{g^2-\frac{(a_L-b)^2}{4}},
$$

and their real parts differ as soon as $g>|a_L-b|/2$. Which condition is met first depends on the widths. For $a_L=b$ the poles separate at any $g>0$, while (17) requires $g^2>(\sqrt5-2)b^2$; two distinct poles may then lie under a single transmission maximum. For a polariton much broader than the $1\to2$ line the order is reversed. At $a_L=2b$ the dip needs $g^2>(\sqrt{10}-3)b^2=0.16\,b^2$, while the poles need $g^2>0.25\,b^2$. For $a_L\gg b$ the right side of (17) tends to $b^3/2a_L$, far below $a_L^2/4$, so a narrow dip appears while the poles still share the same real part.

## 12. Worked example

Take round model parameters: $\omega_0=\omega_c=2000$, $G=\delta=20$, $\kappa=10$, $\gamma_1=4$ and $\gamma_2=6$, all in cm⁻¹. The lossless Rabi splitting is 40 cm⁻¹, or 4.96 meV. For a transition dipole of 0.5 D and $\varepsilon_b=2$, equation (6) fixes the density. With $G$ and $\omega_c$ as wavenumbers,

$$
n=\frac{3\varepsilon_b\,hc\,G^2}{2\pi\omega_c|\mu_{01}|^2}
=\frac{3\cdot2\cdot hc\,(20\ \mathrm{cm^{-1}})^2}{2\pi\,(2000\ \mathrm{cm^{-1}})(0.5\ \mathrm D)^2}
=1.52\times10^{20}\ \mathrm{cm^{-3}} .
$$

**Levels.** For $f=0.01$, equation (12) has $G\sqrt f=2$, $fG/4=0.05$ and $fG/2=0.1$ cm⁻¹. It predicts 1978.05, 1982.05 and 2019.90 cm⁻¹, in agreement with diagonalization to these digits. The UP is now 37.85 cm⁻¹ above one LP component and 41.85 cm⁻¹ above the other. Bleaching alone would have given a single splitting of 39.60 cm⁻¹.

Changing only $\delta$ shows the two signs of (3). At $\delta=40$ cm⁻¹ the formula gives $-2(0.01)(20)(1600)/1200=-0.533$ cm⁻¹, and diagonalization gives $-0.530$ cm⁻¹. At $\delta=10$ cm⁻¹ the formula gives $+2(0.01)(20)(100)/300=+0.133$ cm⁻¹, and diagonalization gives $+0.128$ cm⁻¹.

**Transmission maxima.** Without a pump they are at 1979.76 and 2020.24 cm⁻¹, slightly outside the lossless levels. This follows from (16): the unpumped spectrum has the form (15) about $\omega_0$, with $a_L$, $b$ and $g$ replaced by $\kappa/2=5$, $\gamma_1/2=2$ and $G=20$ cm⁻¹. Then $x^2=-4+\sqrt{160000+11200}=409.8$ cm⁻² and $|x|=20.24$ cm⁻¹.

With $f=0.01$ the upper maximum moves to 2020.14 cm⁻¹, and with $f=0.05$ to 2019.73 cm⁻¹. The shifts $-0.10$ and $-0.51$ cm⁻¹ are close to $-fG/2$. The lower maximum becomes a pair at 1977.74 and 1981.70 cm⁻¹ for $f=0.01$, and at 1974.92 and 1984.94 cm⁻¹ for $f=0.05$.

**Loading.** At 1980 cm⁻¹ and $f=0.01$, equation (13) gives

$$
\left[1+\frac{4(0.01)(400)}{7\cdot6}\right]^{-2}=0.524 ,
$$

against 0.526 from the full spectrum. The two absorption channels behave as follows.

| $f$ | $T$ | $A_{01}$ | $A_{12}$ | $A$ |
|---|---|---|---|---|
| 0 | 0.513 | 0.406 | 0 | 0.406 |
| 0.01 | 0.270 | 0.209 | 0.288 | 0.497 |
| 0.05 | 0.061 | 0.044 | 0.326 | 0.369 |

The load $a$ is 1.98, 4.61 and 15.1 cm⁻¹ in the three rows, while $\kappa/2=5$ cm⁻¹. The first step approaches the maximum of (14), and the second goes far past it. This accounts for the rise and fall of $A$.

The fall of $A_{01}$ comes mainly from the smaller field in the cavity. By (7) and (2), at fixed frequency $A_{01}$ is proportional to $(1-2f)T$. From $f=0$ to 0.01 the factor $1-2f$ drops by 2 percent, whereas $T$ drops by 47 percent.

**Onset of the dip.** Here $a_L=3.5$ and $b=3$ cm⁻¹, so (17) requires

$$
fG^2>3\left[\sqrt{6.5^2+3^2}-6.5\right]=1.98\ \mathrm{cm^{-2}},
\qquad f>0.0049 .
$$

For these nearly equal widths the poles of the local form (15) separate much earlier, at $fG^2=(0.5)^2/4=0.06$ cm⁻². In the full spectrum (2) two lower maxima first appear at $f=0.0078$, on a grid of step 0.0002. The local formula is thus a fair guide to the order of magnitude at $G=20$ cm⁻¹, but not to the precise onset. It omits the bleaching and the curvature of the $0\to1$ response, which make the spectrum asymmetric about 1980 cm⁻¹. Restoring only the bleaching moves the onset to $f=0.0061$, restoring only the curvature to $0.0085$, and both together give $0.0076$, the value that the grid rounds up to 0.0078. With the same widths and larger $G$ these terms shrink, but the onset of two maxima approaches (17) slowly: $fG^2=3.05$, $2.17$, $2.02$ and $1.99$ cm⁻² for $G=20$, $200$, $2000$ and $20000$ cm⁻¹, taken as formal values in (2). The number 1.977 cm⁻² listed below for $G=2000$ cm⁻¹ is a different quantity, the point where the curvature of $T$ at $x=0$ changes sign. It is insensitive to the asymmetry and is already 2.01 cm⁻² at $G=20$ cm⁻¹.

The numerical output below lists the remaining pole positions and widths.

## Numbers as computed

```
w0 = wc = 2000.0 cm^-1; w12 = 1980.0 cm^-1
G = 20.0, delta = 20.0 cm^-1
kappa = 10.0, gamma1 = 4.0, gamma2 = 6.0 cm^-1
dipole = 0.50 D; eps_b = 2.0 (no unit)
required density = 1.5175e+20 cm^-3
coupling recovered in SI = 20.00000 cm^-1
lossless Rabi splitting = 40.000 cm^-1 = 4.9594 meV
Morse dipole-squared ratio = 2.01000 (no unit)
kick-response maximum error = 2.39e-04 cm
harmonic response change, f=0.3: 8.78e-17 cm
Airy maximum T/A error, wc=2000 cm^-1: 0.01565
Airy maximum T/A error, wc=20000 cm^-1: 0.00156
f=0.01: bleaching-only splitting = 39.5980 cm^-1
f=0.05: bleaching-only splitting = 37.9473 cm^-1
f=0.01, delta=10 cm^-1: splitting change +0.1283, first order +0.1333 cm^-1
f=0.01, delta=40 cm^-1: splitting change -0.5302, first order -0.5333 cm^-1
f=0.00: lossless levels (cm^-1) = 1980.000, 1980.000, 2020.000
  lossy pole centre/full width (cm^-1): 1980.000/6.000, 1980.056/7.000, 2019.944/7.000
  T maxima, position (cm^-1)/height: 1979.76/0.5152, 2020.24/0.5152
  at 1980 cm^-1: T=0.5127, A=0.4061, A01=0.4061, A12=0.0000
  molecular load a at 1980 cm^-1 = 1.9802 cm^-1
f=0.01: lossless levels (cm^-1) = 1978.047, 1982.053, 2019.899
  lossy pole centre/full width (cm^-1): 1978.088/6.601, 1982.069/6.387, 2019.843/7.013
  T maxima, position (cm^-1)/height: 1977.74/0.3097, 1981.70/0.2776, 2020.14/0.5159
  at 1980 cm^-1: T=0.2698, A=0.4973, A01=0.2094, A12=0.2878
  molecular load a at 1980 cm^-1 = 4.6073 cm^-1
f=0.05: lossless levels (cm^-1) = 1975.748, 1984.765, 2019.487
  lossy pole centre/full width (cm^-1): 1975.778/6.723, 1984.793/6.211, 2019.429/7.066
  T maxima, position (cm^-1)/height: 1974.92/0.2143, 1984.94/0.1742, 2019.73/0.5193
  at 1980 cm^-1: T=0.0611, A=0.3692, A01=0.0435, A12=0.3257
  molecular load a at 1980 cm^-1 = 15.1155 cm^-1
LP T ratio at f=0.01: full 0.5263, formula 0.5244
LP width gamma_L = 7.00 cm^-1
dip threshold G^2 f: formula 1.9767, large-G spectrum 1.9773 cm^-2
local dip threshold for G=20 cm^-1: f = 0.00494
full-spectrum dip onset on 0.0002 grid: f = 0.0078
```
